# Van der Pauw measurement of an anisotropic film: the geometric-mean sheet resistance, part 2

A thin anisotropic metal film has four contacts $A,B,C,D$, in order round its edge. The question is what the van der Pauw readings say about its two principal sheet resistances $R_1,R_2$. Resistances are in ohms. The readings are $R_A=(V_D-V_C)/I$ for current $I$ from $A$ to $B$, and $R_B=(V_A-V_D)/I$ for current from $B$ to $C$, where $V$ is the potential.

With $z$ normal to the film, $\rho$ the symmetric resistivity tensor, $t$ the thickness, $\mathbf E=-\nabla V$ the field and $\mathbf K$ the current per unit width, the sheet law for in-plane directions $\alpha,\beta=x,y$ is

$$\mathbf E=R\,\mathbf K,\qquad R_{\alpha\beta}=\frac{\rho_{\alpha\beta}}{t}. \tag{2}$$

For a flat, homogeneous film without holes, with point contacts on an otherwise insulated edge, a linear local response and no magnetic field, Part 1 showed that

$$e^{-\pi R_A/R_s}+e^{-\pi R_B/R_s}=1,\qquad R_s=\sqrt{R_1R_2}, \tag{1}$$

whatever the outline and crystal orientation. It was checked numerically on an irregular sample with $R_1=1$ and $R_2=4$ ohm, with the $R_1$ axis turned from $x$ by several angles.

In principal axes, the stretch

$$x'=\left(\frac{R_1}{R_2}\right)^{1/4}x,\qquad y'=\left(\frac{R_2}{R_1}\right)^{1/4}y \tag{4}$$

turns the film into an isotropic sheet of resistance $R_s$ with the same readings. Mapping this sheet onto a half-plane, with the contacts at $a<b<c<d$ on its straight edge, gave

$$R_A=\frac{R_s}{\pi}\ln\frac{(d-b)(c-a)}{(d-a)(c-b)}, \tag{7}$$

$$R_B=\frac{R_s}{\pi}\ln\frac{(c-a)(d-b)}{(b-a)(d-c)}. \tag{8}$$

Below, $a$ and $b$ instead denote the sides of a stretched rectangle.

Equation (1) has one root $R_s$, which lies in the interval

$$\frac{\pi\min(R_A,R_B)}{\ln2}\;\le\;R_s\;\le\;\frac{\pi}{\ln2}\,\frac{R_A+R_B}{2}. \tag{10}$$

The upper limit is the result of simply averaging the two readings. With $P=e^{-\pi R_A/R_s}$ and $Q=1-P=e^{-\pi R_B/R_s}$, small reading errors $dR_A,dR_B$ change the root by

$$\frac{dR_s}{R_s}=\frac{P\,dR_A+Q\,dR_B}{P R_A+Q R_B}. \tag{11}$$

What remains is to separate the principal values and to examine a worked example and its errors.

### What is needed to separate the principal values

The four-contact readings of a sample of unknown outline cannot reveal anisotropy: the stretched isotropic sheet gives the same pair $R_A,R_B$. To obtain separate values of $R_1$ and $R_2$ from these two readings, the outline, the contact positions and the crystal axes must be known. A rectangle with sides along the principal axes and contacts at its corners is convenient.

Let the sides be $L_x,L_y$ and the principal values $R_x,R_y$. After the stretch the sides are $a=L_x(R_x/R_y)^{1/4}$ and $b=L_y(R_y/R_x)^{1/4}$, with aspect ratio

$$\lambda=\frac ba=\frac{L_y}{L_x}\sqrt{\frac{R_y}{R_x}}. \tag{12}$$

Put $A$ at $(0,0)$, $B$ at $(a,0)$, $C$ at $(a,b)$ and $D$ at $(0,b)$. For current from $A$ to $B$, a solution of Laplace's equation with no current through the sides $x=0$, $x=a$ and $y=b$ is

$$V=\sum_{n\ge1}c_n\cos\frac{n\pi x}{a}\cosh\frac{n\pi(b-y)}{a}.$$

On the side $y=0$ the inward current density is $-(1/R_s)\partial_yV$. It must consist of $+I$ concentrated at $x=0$ and $-I$ concentrated at $x=a$. Multiply this condition by $\cos(n\pi x/a)$ and integrate from 0 to $a$. The integral of $\cos^2$ is $a/2$, and the contacts give $I(1-\cos n\pi)$:

$$\frac{c_n}{R_s}\,\frac{n\pi}{a}\,\sinh(n\pi\lambda)\,\frac a2=I(1-\cos n\pi).$$

The right side is $2I$ for odd $n$ and zero for even $n$, so for odd $n$

$$c_n=\frac{4IR_s}{n\pi\sinh(n\pi\lambda)} .$$

On the side $y=b$ the hyperbolic cosine is one. Between $D$ and $C$ each odd term changes by $2c_n$. Therefore

$$R_A=R_s\,S(\lambda),\qquad S(\lambda)=\frac8\pi\sum_{n\ \rm odd}\frac{1}{n\sinh(n\pi\lambda)},\qquad R_B=R_s\,S(1/\lambda). \tag{13}$$

The second reading follows by exchanging the roles of the two sides. Each term of $S$ falls with increasing $\lambda$, so $R_A/R_B=S(\lambda)/S(1/\lambda)$ falls steadily and fixes one value of $\lambda$. For a square, $\lambda=\sqrt{R_y/R_x}$ and $R_xR_y=R_s^2$ then give

$$R_x=\frac{R_s}{\lambda},\qquad R_y=R_s\lambda. \tag{14}$$

### Worked example

Take a film 20 nm thick, with resistivity 9 µΩ cm along the hexagonal axis and 12 µΩ cm across it. These are rough values in the regime of thin epitaxial ruthenium. The sample is a square of side 5 mm with the hexagonal axis along $x$, and the current is 1 mA. Equation (2) gives

$$R_x=\frac{9\times10^{-8}\ \Omega\,\mathrm m}{20\times10^{-9}\ \mathrm m}=4.50\ \Omega,\qquad R_y=6.00\ \Omega .$$

The geometric mean is $R_s=\sqrt{4.50\times6.00}=5.196$ ohm, and $R_st=10.39$ µΩ cm. The arithmetic mean, 5.25 ohm, is just 1.0 % higher. At this anisotropy a measurement with a 1 % error could not distinguish the two means, which is why the check in Part 1 used a ratio of four.

The stretch factors are 0.931 along $x$ and 1.075 along $y$, so $\lambda=1.155$. The first term of (13) has $\sinh(\pi\lambda)=18.80$ and gives $(8/\pi)(5.196)/18.80=0.704$ ohm for $R_A$. For $R_B$ it has $\sinh(\pi/\lambda)=7.563$ and gives 1.750 ohm. With the higher terms,

$$R_A=0.704\ \Omega,\qquad R_B=1.752\ \Omega .$$

At 1 mA the voltages are 0.704 and 1.752 mV. The readings differ by a factor 2.49 although the resistivities differ by a factor 1.33. The leading terms explain this: their ratio is $18.80/7.563=2.49$, and the hyperbolic sines are nearly exponential in $\lambda$ and $1/\lambda$.

The two exponentials in (1) are 0.653 and 0.347, with sum one. The plain average of the readings, multiplied by $\pi/\ln2$, gives 5.57 ohm, which is 7.1 % above $R_s$. For this sample, omitting the van der Pauw equation costs far more than confusing the two means.

In (11), $PR_A=0.6533\times0.7041=0.460$ ohm and $QR_B=0.3467\times1.7522=0.607$ ohm. An error of 1 % in $R_A$ alone therefore changes $R_s$ by $0.460/1.067=0.43$ %, and the same relative error in $R_B$ changes it by 0.57 %.

A finite-element solution on the original anisotropic square gives 0.704 and 1.752 ohm as well. From its readings, (1), (13) and (14) return $R_x=4.50$ and $R_y=6.00$ ohm.

The separation is tolerant of reading errors but less so of errors in shape. With the leading terms, $\ln(R_B/R_A)$ changes with $\ln\lambda$ at the rate

$$\pi\lambda\coth(\pi\lambda)+\frac{\pi}{\lambda}\coth\frac{\pi}{\lambda}\approx3.63+2.74=6.4 .$$

An error of 1 % in the ratio of readings thus changes $\lambda$ by 0.16 % and $R_y/R_x$ by 0.31 %. By (12), an error of 1 % in the side ratio $L_y/L_x$ changes the inferred $R_y/R_x$ by 2 %.

### A sample turned from the crystal axes

Suppose that the same square is cut at an angle to the crystal axes, but its readings are evaluated as if it were aligned. With film, size and point contacts held fixed, the numerical solution gives the following.

| Angle | $R_A$ (ohm) | $R_B$ (ohm) | $R_s$ (ohm) | Inferred $R_y/R_x$ |
|---|---|---|---|---|
| 0° | 0.704 | 1.752 | 5.20 | 1.33 |
| 15° | 0.755 | 1.661 | 5.20 | 1.28 |
| 30° | 0.906 | 1.428 | 5.20 | 1.15 |
| 45° | 1.146 | 1.146 | 5.20 | 1.00 |

The sheet resistance is unaffected, but the inferred anisotropy is lost at 45°. Equality of the two readings on a square is therefore no proof of isotropy.

The equality at 45° follows from symmetry and reciprocity. For two current patterns 1 and 2 in the same film, the symmetry of $R^{-1}$ gives $\nabla V_1\cdot\mathbf K_2=\nabla V_2\cdot\mathbf K_1$. Hence $\nabla\cdot(V_1\mathbf K_2-V_2\mathbf K_1)=0$. Integrated over the film, this says that $\sum_kV_{1k}I_{2k}=\sum_kV_{2k}I_{1k}$ over the contacts, where $I_k$ is the current entering at contact $k$. Exchanging the current pair and the voltage pair therefore leaves a transfer resistance unchanged.

At 45° a reflection in the diagonal $AC$ leaves the tensor unchanged and exchanges $B$ with $D$. It turns $R_A$ into $(V_B-V_C)/I$ for current from $A$ to $D$. By reciprocity this equals $(V_A-V_D)/I$ for current from $B$ to $C$, which is $R_B$.

At smaller angles the inferred ratio is close to $R_{yy}/R_{xx}$. A reflection that exchanges left and right reverses the sign of $R_{xy}$ but leaves $R_A$ unchanged; the same holds for $R_B$, with reciprocity. The readings therefore depend on $R_{xy}$ in second order, and for weak anisotropy the diagonal elements dominate. At 15° they are $4.5+1.5\sin^2 15^\circ=4.60$ and 5.90 ohm, with ratio 1.28, in agreement with the table.

### Effects outside the ideal model

**Contact size.** Let each corner carry a square metal pad at a single potential. For pads of side 0.5 mm, one tenth of the sample side, the evaluated $R_s$ is 0.3 % too low and the inferred $R_y/R_x$ is 1.32 instead of 1.33. For pads of 1.0 mm, $R_s$ is 5.2 % too low and the ratio is 1.28. On the same mesh, point contacts give an error in $R_s$ of 0.01 %. The mesh error with pads was not determined separately. Doubling the pad increased the error in $R_s$ about sixteenfold, which suggests a fourth power of pad size, but two sizes do not establish a law.

**Uneven thickness.** Let the thickness fall quadratically from the centre to a value 5 % lower at the corners. The evaluated $R_s$ is then 0.8 % above the value for the central thickness. The area average of this thinning is $5\,\%/3=1.7$ %, so using the average thickness would predict about twice the shift. For this profile and these contacts, the measurement gives more weight to the centre than the area average does.

**Axis tilted out of the plane.** Let the hexagonal axis be raised by an angle $\beta$ from $x$ towards the normal. With unit vector $\mathbf m=(\cos\beta,0,\sin\beta)$ along the axis, the tensor is $\rho=\rho_a+(\rho_c-\rho_a)\mathbf m\mathbf m^T$, where $\rho_c=9$ and $\rho_a=12$ µΩ cm. Its in-plane block is diagonal, with

$$\rho_{xx}=\rho_c\cos^2\beta+\rho_a\sin^2\beta,\qquad\rho_{yy}=\rho_a .$$

For $\beta=10^\circ$, $\rho_{xx}=9.09$ µΩ cm, and $R_s$ rises by the factor $\sqrt{9.09/9}$, or 0.5 %. Equation (1) still holds; what changes is the tensor it refers to.

**Heating by the current.** Between the 0.5 mm pads at $A$ and $B$ the resistance is 10.7 ohm, so 1 mA dissipates 10.7 µW; between $B$ and $C$, along the more resistive axis, both are about 9 % higher. For an estimate, let all this heat enter a thick substrate through a disc of radius $h=0.25$ mm, with thermal resistance $1/(4kh)$. With a rough conductivity $k=35$ W/(m K) the rise is 0.3 mK. This is an estimate and not a strict bound, since a pad near the substrate's own edge cools less well. With a rough temperature coefficient of 0.003 per K the change in $R_s$ is near $10^{-4}$ %, so even a rise a hundred times larger would be unimportant here.

**Temperature of use.** With the same coefficient in both directions, warming from 298 to 378 K raises $R_s$ by $0.003\times80=24$ %. This is the largest correction in the example. It concerns the use of the measured number at another temperature, not the validity of (1).

**Film thickness and electron scattering.** The ratio of thickness to side is $4\times10^{-6}$, which justifies the sheet law away from the contacts. A rough mean free path of 7 nm is tiny compared with the lateral dimensions, so a local sheet law is reasonable. It is, however, 0.35 of the thickness. Scattering at the surfaces can then contribute to the resistivity, and bulk values should not be substituted for those of the film.

### Relation to real ruthenium films

Ruthenium is hexagonal and is considered for narrow interconnect lines. The anisotropy and thickness used here are of a realistic size, but the in-plane hexagonal axis is a special case that needs suitable epitaxy. In a film with this axis along the normal, the ideal in-plane tensor is isotropic, $R_1=R_2$, and a difference between $R_A$ and $R_B$ on a square must have another origin, such as uneven thickness or misplaced contacts. Real samples also break the assumptions of uniformity and point contacts. For the cases computed above this moves $R_s$ by 0.8 % for the thickness profile and by 0.3 % for 0.5 mm pads. A narrow line has side walls and possibly other grains, so its resistance does not follow from the film's $R_s$ alone.

### Procedure

1. Confirm that the film is continuous and has no holes, and place small contacts on its edge. The half-plane map fails for a film with a hole, and (7) and (8) fail for contacts in the interior.
2. Measure $R_A$ and $R_B$ with both current directions and take half the difference of the two voltages. A constant offset voltage then cancels.
3. Exchange the current and voltage pairs. In a linear film without a magnetic field the reading should be unchanged.
4. Solve (1) by bisection within (10). The root is $\sqrt{R_1R_2}$; multiplied by the thickness, it gives the geometric mean of the in-plane principal resistivities.
5. If the outline is a rectangle along known crystal axes, with the contacts at its corners and $A$, $B$ at the ends of a side along $x$, find $\lambda$ from $R_A/R_B$ with (13). Then (12) gives $R_y/R_x=(\lambda L_x/L_y)^2$, and $R_xR_y=R_s^2$ gives the separate values.

The numerical output below lists the main computed values, many of them with further digits.

## Table of computed values

```
TESTS
half-plane flux, two arcs (unit source): 1.000000 1.000000
irregular sample: R1, R2 = 1.0, 4.0 ohm
geometric, arithmetic mean = 2.000, 2.500 ohm
axis at  0 deg: RA 0.1023, RB 1.2145, Rs 2.0004 ohm
axis at 35 deg: RA 0.0277, RB 2.0084, Rs 1.9999 ohm
axis at 80 deg: RA 0.4895, RB 0.3964, Rs 1.9998 ohm
worst relative error, 36 cells per side: 3.3e-03
worst relative error, 144 cells per side: 2.1e-04
EXAMPLE
thickness 20 nm, side 5 mm, current 1 mA
resistivity along c, across c: 9.0, 12.0 micro-ohm cm
Rx, Ry = 4.500, 6.000 ohm
geometric mean Rs = 5.1962 ohm
Rs times thickness = 10.392 micro-ohm cm
arithmetic mean = 5.2500 ohm
stretch factors x, y = 0.9306, 1.0746
aspect lambda = 1.1547
series RA, RB = 0.7041, 1.7522 ohm
voltages for RA, RB = 0.7041, 1.7522 mV
RB/RA = 2.489, Ry/Rx = 1.333
exponentials = 0.6533, 0.3467
plain average of RA, RB gives 5.5663 ohm
its error = 7.12 %
finite elements RA, RB = 0.7042, 1.7524 ohm
recovered Rx, Ry = 4.501, 6.001 ohm
TURNED SAMPLE (inferred Ry/Rx assumes alignment)
 0 deg: RA 0.7042, RB 1.7524, Rs 5.1968 ohm, Ry/Rx 1.333
15 deg: RA 0.7547, RB 1.6611, Rs 5.1967 ohm, Ry/Rx 1.283
30 deg: RA 0.9061, RB 1.4280, Rs 5.1966 ohm, Ry/Rx 1.155
45 deg: RA 1.1465, RB 1.1465, Rs 5.1966 ohm, Ry/Rx 1.000
NEGLECTED EFFECTS
pads 0.5 mm: Rs shift -0.328 %, inferred Ry/Rx 1.319
pads 1.0 mm: Rs shift -5.185 %, inferred Ry/Rx 1.282
mesh error of Rs with point contacts = 0.013 %
corners thinner by 5 %: Rs shift 0.82 %
c axis tilted 10 deg out of plane: Rs shift 0.50 %
rough temperature coefficient = 0.003 per K
rough substrate conductivity = 35 W/(m K)
two-terminal resistance, 0.5 mm pads = 10.68 ohm
power = 10.68 microwatt
self-heating bound = 0.305 mK
Rs shift by self-heating = 9.2e-05 %
Rs rise from 298 K to 378 K = 24 %
thickness / side = 4.0e-06
rough mean free path = 7 nm
mean free path / thickness = 0.35
```
